# The double excitation missing from adiabatic linear-response TDDFT: a Hubbard dimer: a numerical check

```python
# Result under test: for two electrons on a Hubbard dimer, linear-response
# TDDFT with a frequency-independent kernel has ONE singlet root, whereas
# the exact problem has TWO excited singlets. The missing one is mainly the
# double excitation bonding^2 -> antibonding^2.
# H = -t sum(c1^+ c2 + h.c.) + U sum n_up n_dn + (v/2) D,  D = n1 - n2.
# Energies in eV, hbar = 1 (times in 1/eV). chi is the response of <D> to
# a perturbation lambda*D; each pole is strength/(w^2 - w_k^2).
# S0, S1, S2: singlets in order of energy; KS: Kohn-Sham.
import numpy as np
from math import comb
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

t, U, v = 0.4, 0.7, 0.2
host_gap, level_centre = 3.2, 1.6
exchange, other_hop, temperature = 0.03, 0.1, 300.0


def fock_space(sites):
    """Annihilation operators c[site][spin] in the full Fock space."""
    sign = np.diag([1.0, -1.0])
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    ops = []
    for k in range(2 * sites):
        m = np.eye(1)
        for j in range(2 * sites):
            factor = sign if j < k else lower if j == k else np.eye(2)
            m = np.kron(m, factor)
        ops.append(m)
    return [[ops[2 * i], ops[2 * i + 1]] for i in range(sites)]


def hubbard(c, one_body, repulsion):
    H = np.zeros_like(c[0][0])
    for i in range(len(c)):
        for j in range(len(c)):
            if one_body[i, j] != 0:
                for s in (0, 1):
                    H += one_body[i, j] * c[i][s].T @ c[j][s]
        H += repulsion * (c[i][0].T @ c[i][0]) @ (c[i][1].T @ c[i][1])
    return H


def sector(c, up, down):
    n_up = sum(np.diag(a[0].T @ a[0]) for a in c)
    n_dn = sum(np.diag(a[1].T @ a[1]) for a in c)
    return np.where((np.abs(n_up - up) < 0.1)
                    & (np.abs(n_dn - down) < 0.1))[0]


def singlet_basis(c, pairs):
    """Orthonormal singlets with 2*pairs electrons, as full vectors."""
    idx = sector(c, pairs, pairs)
    s_plus = sum(a[0].T @ a[1] for a in c)
    spin_squared = (s_plus.T @ s_plus)[np.ix_(idx, idx)]
    val, vec = np.linalg.eigh(spin_squared)
    keep = vec[:, np.abs(val) < 1e-8]
    basis = np.zeros((c[0][0].shape[0], keep.shape[1]))
    basis[idx] = keep
    return basis


def weyl_singlets(orbitals, electrons):
    h = electrons // 2
    return comb(orbitals + 1, h) * comb(orbitals + 1, h + 1) // (orbitals + 1)


c2 = fock_space(2)
B2 = singlet_basis(c2, 1)
n_site = [sum(a.T @ a for a in site) for site in c2]
D_full = n_site[0] - n_site[1]
D_op = B2.T @ D_full @ B2
assert B2.shape[1] == weyl_singlets(2, 2)


def pair_one_body(bias, hop=t):
    return np.array([[bias / 2, -hop], [-hop, -bias / 2]])


def singlet_matrix(bias, repulsion=U, hop=t):
    return B2.T @ hubbard(c2, pair_one_body(bias, hop), repulsion) @ B2


def excitations(H):
    E = np.linalg.eigvalsh(H)
    return E[1:] - E[0]


def lambda_ks(D):
    return -t * D / np.sqrt(4 - D**2)


def ground_D(bias, repulsion=U):
    state = np.linalg.eigh(singlet_matrix(bias, repulsion))[1][:, 0]
    return state @ D_op @ state


def analyse(bias, repulsion=U):
    """Exact poles, exact KS system and root of the exact static kernel."""
    E, V = np.linalg.eigh(singlet_matrix(bias, repulsion))
    w = E[1:] - E[0]
    strength = 2 * w * (V[:, 0] @ D_op @ V[:, 1:])**2
    D = V[:, 0] @ D_op @ V[:, 0]
    lam = lambda_ks(D)
    w_ks = np.sqrt(4 * t**2 + 4 * lam**2)
    a_ks = 16 * t**2 / w_ks
    # kernel from numerical inversion of the density-potential map
    dv = 1e-3
    Dp, Dm = ground_D(bias + dv, repulsion), ground_D(bias - dv, repulsion)
    f0 = (lambda_ks(Dp) - lambda_ks(Dm) - dv) / (Dp - Dm)
    root = np.sqrt(w_ks**2 + a_ks * f0)
    chi0 = -np.sum(strength / w**2)
    assert abs(root - np.sqrt(a_ks / abs(chi0))) < 1e-5
    return dict(E=E, V=V, w=w, A=strength, D=D, lam=lam, w_ks=w_ks,
                a_ks=a_ks, f0=f0, root=root, chi0=chi0)


sym, asym = analyse(0.0), analyse(v)

# Symmetric dimer: closed forms against diagonalization
c_len = np.sqrt(U**2 / 4 + 4 * t**2)
assert np.allclose(sym["w"], [U / 2 + c_len, 2 * c_len], atol=1e-10)
assert sym["A"][1] < 1e-12 and asym["A"][1] > 1e-3
assert abs(sym["root"] - sym["w"][0] * np.sqrt(c_len / (2 * t))) < 1e-5


def triplet_gap(result, bias):
    idx = sector(c2, 2, 0)
    H = hubbard(c2, pair_one_body(bias), U)[np.ix_(idx, idx)]
    return np.linalg.eigvalsh(H)[0] - result["E"][0]


assert abs(triplet_gap(sym, 0.0) - (c_len - U / 2)) < 1e-10

# Exact KS inversion: 2x2 diagonalization must return the exact density
h_ks = pair_one_body(2 * asym["lam"])
e_ks, orb = np.linalg.eigh(h_ks)
assert abs(2 * (orb[0, 0]**2 - orb[1, 0]**2) - asym["D"]) < 1e-10
assert abs(e_ks[1] - e_ks[0] - asym["w_ks"]) < 1e-10
d_transition = np.sqrt(2) * (orb[:, 0] @ np.diag([1, -1]) @ orb[:, 1])
assert abs(2 * asym["w_ks"] * d_transition**2 - asym["a_ks"]) < 1e-10

# Sum rule for the exact response
kinetic = B2.T @ hubbard(c2, pair_one_body(0.0), 0.0) @ B2
T_mean = asym["V"][:, 0] @ kinetic @ asym["V"][:, 0]
A_total = asym["A"].sum()
assert abs(A_total + 4 * T_mean) < 1e-10

# Character of the exact singlets in KS configurations
vacuum = np.zeros(16)
vacuum[0] = 1.0
create = [[sum(orb[i, k] * c2[i][s].T for i in (0, 1)) for s in (0, 1)]
          for k in (0, 1)]
g, u = create
configs = np.array([g[0] @ g[1] @ vacuum,
                    (g[0] @ u[1] + u[0] @ g[1]) @ vacuum / np.sqrt(2),
                    u[0] @ u[1] @ vacuum])
weights = (configs @ B2 @ asym["V"])**2      # rows configs, columns states
assert np.allclose(weights.sum(axis=0), 1)
assert list(np.argmax(weights, axis=0)) == [0, 1, 2]
assert weights[2, 2] > 0.5

# The static root belongs to S1: it joins S1 when U -> 0, S2 goes to twice it
weak = analyse(v, 1e-3)
assert abs(weak["root"] / weak["w"][0] - 1) < 5e-3
assert abs(weak["w"][1] / weak["root"] - 2) < 5e-3
assert abs(asym["root"] - asym["w"][0]) < abs(asym["root"] - asym["w"][1])


# Real-time test: difference of two opposite weak kicks
def kicked_ks(orbital, lam_ext, lam_hxc, times, kick=1e-3):
    def rhs(_, p):
        D = 2 * (abs(p[0])**2 - abs(p[1])**2)
        lam = lam_ext + float(lam_hxc(D))
        return np.array([-1j * (lam * p[0] - t * p[1]),
                         -1j * (-t * p[0] - lam * p[1])])
    out = []
    for k in (kick, -kick):
        start = orbital * np.exp(-1j * k * np.array([1, -1]))
        sol = solve_ivp(rhs, (0, times[-1]), start, method="DOP853",
                        t_eval=times, rtol=1e-10, atol=1e-12)
        out.append(2 * (abs(sol.y[0])**2 - abs(sol.y[1])**2))
    return (out[0] - out[1]) / (2 * kick)


def kicked_exact(result, times, kick=1e-3):
    d_val, d_vec = np.linalg.eigh(D_op)
    E, V = result["E"], result["V"]
    out = []
    for k in (kick, -kick):
        start = d_vec @ (np.exp(-1j * k * d_val) * (d_vec.T @ V[:, 0]))
        psi = V @ (np.exp(-1j * np.outer(E, times)) * (V.T @ start)[:, None])
        out.append(np.real(np.sum(psi.conj() * (D_op @ psi), axis=0)))
    return (out[0] - out[1]) / (2 * kick)


times = np.linspace(0, 40, 401)
v_grid = v + np.linspace(-0.2, 0.2, 41)
D_grid = np.array([ground_D(x) for x in v_grid])
lam_hxc = CubicSpline(D_grid[::-1], (lambda_ks(D_grid) - v_grid / 2)[::-1])
signal = kicked_ks(orb[:, 0], v / 2, lam_hxc, times)
amplitude = asym["a_ks"] / asym["root"]
err_ks = np.max(abs(signal + amplitude * np.sin(asym["root"] * times)))
err_ks /= amplitude
assert err_ks < 1e-3
exact_signal = kicked_exact(asym, times)
waves = (asym["A"] / asym["w"])[:, None] * np.sin(np.outer(asym["w"], times))
scale = np.max(abs(exact_signal))
err_exact = np.max(abs(exact_signal + waves.sum(axis=0))) / scale
err_without_s2 = np.max(abs(exact_signal + waves[0])) / scale
assert err_exact < 1e-4 and err_without_s2 > 100 * err_exact

# Mean-field kernel U/4, symmetric dimer, against its own propagation
w_mf = np.sqrt(4 * t**2 + 2 * t * U)
mf_signal = kicked_ks(np.array([1, 1]) / np.sqrt(2), 0.0,
                      lambda D: U * D / 4, times)
assert np.max(abs(mf_signal + 8 * t / w_mf * np.sin(w_mf * times))) < 1e-3


# Exact frequency-dependent kernel: resolvent against pole formula
def chi_resolvent(w):
    ground = asym["V"][:, 0]
    pert = D_op @ ground - asym["D"] * ground
    K = singlet_matrix(v) - asym["E"][0] * np.eye(3)
    return (pert @ np.linalg.solve(w * np.eye(3) - K, pert)
            - pert @ np.linalg.solve(w * np.eye(3) + K, pert))


w1, w2 = asym["w"]
pole = brentq(chi_resolvent, w1 + 1e-4, w2 - 1e-4)
X = pole**2
residue = (X - w1**2) * (w2**2 - X)


def kernel(x):
    """Exact kernel as a function of x = w^2."""
    inverse_chi = (x - (w1**2 + w2**2 - X) - residue / (x - X)) / A_total
    return (x - asym["w_ks"]**2) / asym["a_ks"] - inverse_chi


for w in (0.5, 1.0, 1.5, 2.2):
    direct = ((w**2 - asym["w_ks"]**2) / asym["a_ks"]
              - 1 / chi_resolvent(w))
    assert abs(kernel(w**2) - direct) < 1e-7 * max(1, abs(direct))


def condition(x):
    return x - asym["w_ks"]**2 - asym["a_ks"] * kernel(x)


dressed = [np.sqrt(brentq(condition, 1e-6, X - 1e-6)),
           np.sqrt(brentq(condition, X + 1e-6, 20.0))]
assert np.allclose(dressed, asym["w"], atol=1e-7)

# Single spin flips of the high-spin triplet span every singlet
triplet = c2[0][0].T @ c2[1][0].T @ vacuum
flips = np.array([c2[p][1].T @ c2[q][0] @ triplet
                  for p in (0, 1) for q in (0, 1)])
flip_rank = np.linalg.matrix_rank(flips @ B2)
assert flip_rank == B2.shape[1]

# Neglected effects within the pair
V_test = 0.2
H_V = singlet_matrix(v) + V_test * B2.T @ n_site[0] @ n_site[1] @ B2
assert np.allclose(excitations(H_V),
                   excitations(singlet_matrix(v, U - V_test)))
bond = sum(c2[0][s].T @ c2[1][s] + c2[1][s].T @ c2[0][s] for s in (0, 1))
H_X = exchange / 2 * (bond @ bond - n_site[0] - n_site[1])
shift_X = excitations(singlet_matrix(v) + B2.T @ H_X @ B2) - asym["w"]
shift_hop = excitations(singlet_matrix(v, hop=0.9 * t)) - asym["w"]
w_triplet = triplet_gap(asym, v)
kT = constants.k * temperature / constants.e
thermal = 3 * np.exp(-w_triplet / kT)

# Ionization: site energy set so that charge levels centre in the gap
site_energy = level_centre - U / 2
H_charge = hubbard(c2, pair_one_body(v) + site_energy * np.eye(2), U)


def charge_energy(up, down):
    idx = sector(c2, up, down)
    return np.linalg.eigvalsh(H_charge[np.ix_(idx, idx)])[0]


to_conduction = host_gap + charge_energy(1, 0) - charge_energy(1, 1)
to_valence = charge_energy(2, 1) - charge_energy(1, 1)
threshold = min(to_conduction, to_valence)
assert threshold > w2

# Second Si pair of the vacancy: four sites, four electrons
c4 = fock_space(4)
B4 = singlet_basis(c4, 2)
assert B4.shape[1] == weyl_singlets(4, 4)


def four_site(hop_between):
    h = np.zeros((4, 4))
    h[:2, :2], h[2:, 2:] = pair_one_body(v), pair_one_body(0.0)
    h[:2, 2:] = h[2:, :2] = -hop_between
    return B4.T @ hubbard(c4, h, U) @ B4


def pair_creator(state, first_site):
    full = B2 @ state
    total = np.zeros((256, 256))
    for i in (0, 1):
        for j in (0, 1):
            amp = (c2[j][1] @ c2[i][0] @ full)[0]
            total += (amp * c4[first_site + i][0].T
                      @ c4[first_site + j][1].T)
    return total


vac4 = np.zeros(256)
vac4[0] = 1.0
product = B4.T @ (pair_creator(asym["V"][:, 2], 0)
                  @ pair_creator(sym["V"][:, 0], 2) @ vac4)
assert abs(product @ product - 1) < 1e-10


def energy_spread(H):
    return np.linalg.norm(H @ product - (product @ H @ product) * product)


H4 = four_site(other_hop)
assert energy_spread(four_site(0.0)) < 1e-10
spread = energy_spread(H4)
E4, V4 = np.linalg.eigh(H4)
largest_share = np.max((product @ V4)**2)
low_singlets = int(np.sum(E4[1:] - E4[0] < threshold))
single_roots = 2 * 2
assert low_singlets > single_roots

fs = constants.hbar / constants.e * 1e15
print(f"inputs: t = {t} eV, U = {U} eV, v = {v} eV")
print(f"singlets in dimer: {B2.shape[1]}; KS single excitations: {1 * 1}")
print("-- symmetric dimer, v = 0")
print(f"c = {c_len:.4f} eV")
print(f"triplet excitation = {triplet_gap(sym, 0.0):.4f} eV")
print(f"exact S1, S2 = {sym['w'][0]:.4f}, {sym['w'][1]:.4f} eV")
print(f"KS gap = {sym['w_ks']:.4f} eV")
print(f"exact-adiabatic root = {sym['root']:.4f} eV")
print(f"mean-field-kernel root = {w_mf:.4f} eV")
print(f"S2 response strength = {abs(sym['A'][1]):.1e} eV")
print("-- biased dimer")
print(f"D = {asym['D']:.4f}; KS bias = {2 * asym['lam']:.4f} eV")
print(f"KS gap = {asym['w_ks']:.4f} eV; A_KS = {asym['a_ks']:.4f} eV")
print(f"triplet excitation = {w_triplet:.4f} eV")
print(f"exact S1, S2 = {w1:.4f}, {w2:.4f} eV")
print(f"strengths A1, A2 = {asym['A'][0]:.4f}, {asym['A'][1]:.4f} eV")
print(f"S2 share of total strength = {100 * asym['A'][1] / A_total:.2f} %")
print(f"static chi = {asym['chi0']:.4f} 1/eV")
print(f"exact adiabatic kernel = {asym['f0']:.4f} eV")
print(f"exact-adiabatic root = {asym['root']:.4f} eV")
print(f"root minus exact S1 = {asym['root'] - w1:.4f} eV")
for k in range(3):
    print(f"S{k} weights: g^2 {weights[0, k]:.4f}, gu {weights[1, k]:.4f}, "
          f"u^2 {weights[2, k]:.4f}")
print(f"pole of exact kernel at {pole:.4f} eV")
print(f"kernel residue parameter R = {residue:.4f} eV^4")
print(f"roots with exact kernel = {dressed[0]:.4f}, {dressed[1]:.4f} eV")
print(f"singlets reached by spin flip = {flip_rank}")
print(f"propagation time = {times[-1] * fs:.1f} fs")
print(f"adiabatic signal, one-sine relative error = {err_ks:.1e}")
print(f"exact signal, two-sine relative error = {err_exact:.1e}")
print(f"exact signal, error without S2 = {err_without_s2:.3f}")
print("-- neglected effects")
print(f"host gap = {host_gap} eV; level centre = {level_centre} eV above VB")
print(f"ionization threshold = {threshold:.4f} eV")
print(f"exchange {exchange} eV shifts S1, S2 by "
      f"{shift_X[0]:.4f}, {shift_X[1]:.4f} eV")
print(f"10% smaller t shifts S1, S2 by "
      f"{shift_hop[0]:.4f}, {shift_hop[1]:.4f} eV")
print(f"kT at {temperature:.0f} K = {kT:.4f} eV")
print(f"triplet/ground population ratio = {thermal:.1e}")
print(f"hopping to second pair = {other_hop} eV")
print(f"energy spread of pair S2 = {spread:.4f} eV")
print(f"largest share of pair S2 in one eigenstate = {largest_share:.3f}")
print(f"four-site singlets = {B4.shape[1]}; KS singles = {single_roots}")
print(f"four-site excited singlets below threshold = {low_singlets}")
print("OK")
```

Printed output:

```
inputs: t = 0.4 eV, U = 0.7 eV, v = 0.2 eV
singlets in dimer: 3; KS single excitations: 1
-- symmetric dimer, v = 0
c = 0.8732 eV
triplet excitation = 0.5232 eV
exact S1, S2 = 1.2232, 1.7464 eV
KS gap = 0.8000 eV
exact-adiabatic root = 1.2780 eV
mean-field-kernel root = 1.0954 eV
S2 response strength = 1.0e-31 eV
-- biased dimer
D = -0.1979; KS bias = 0.0795 eV
KS gap = 0.8039 eV; A_KS = 3.1843 eV
triplet excitation = 0.5331 eV
exact S1, S2 = 1.1934, 1.8058 eV
strengths A1, A2 = 2.8280, 0.1016 eV
S2 share of total strength = 3.47 %
static chi = -2.0168 1/eV
exact adiabatic kernel = 0.2929 eV
exact-adiabatic root = 1.2565 eV
root minus exact S1 = 0.0631 eV
S0 weights: g^2 0.9604, gu 0.0001, u^2 0.0396
S1 weights: g^2 0.0015, gu 0.9463, u^2 0.0522
S2 weights: g^2 0.0381, gu 0.0537, u^2 0.9083
pole of exact kernel at 1.7880 eV
kernel residue parameter R = 0.1129 eV^4
roots with exact kernel = 1.1934, 1.8058 eV
singlets reached by spin flip = 3
propagation time = 26.3 fs
adiabatic signal, one-sine relative error = 3.7e-05
exact signal, two-sine relative error = 2.4e-06
exact signal, error without S2 = 0.023
-- neglected effects
host gap = 3.2 eV; level centre = 1.6 eV above VB
ionization threshold = 2.0707 eV
exchange 0.03 eV shifts S1, S2 by -0.0546, -0.0039 eV
10% smaller t shifts S1, S2 by -0.0805, -0.1374 eV
kT at 300 K = 0.0259 eV
triplet/ground population ratio = 3.3e-09
hopping to second pair = 0.1 eV
energy spread of pair S2 = 0.2653 eV
largest share of pair S2 in one eigenstate = 0.573
four-site singlets = 20; KS singles = 4
four-site excited singlets below threshold = 11
OK
```
